# Do both expansions of the Lieb-Wu energy converge? A comment

**The argument under review**

The argument concerns the ground-state energy per site, $e(U)$, of the infinite half-filled Hubbard chain

$$H=-t\sum_{j,s}(c^\dagger_{js}c_{j+1,s}+\text{h.c.})+U\sum_j n_{j\uparrow}n_{j\downarrow},\qquad t>0,\;U>0 .$$

It quotes two expansions,

$$e=-\frac{4t}{\pi}+\frac U4-\frac{7\zeta(3)U^2}{16\pi^3t}-\dots,\qquad e=-\frac{4\ln2\,t^2}{U}+\frac{9\zeta(3)t^4}{U^3}-\dots,$$

and reasons as follows. The energy is a smooth function for every $U>0$, so no transition can stop either series. The first terms are accurate in their own regimes. Hence both series converge, and with enough terms they meet at intermediate $U$.

The quoted coefficients are correct, and so is the smoothness. The inference is not valid. Convergence of a power series is decided by the function at complex $U$ and by the growth of the coefficients, and the argument examines neither. Both can be worked out in full.

**From the Lieb-Wu equations to one integral**

I take the Bethe-ansatz equations as the starting point. For a ring of $L$ sites with $L$ electrons, $L/2$ of each spin ($L/2$ odd), and $c=U/4t$, they read

$$Lk_j=2\pi I_j-\sum_\beta2\arctan\frac{\sin k_j-\Lambda_\beta}{c},$$

$$\sum_j2\arctan\frac{\Lambda_\alpha-\sin k_j}{c}=2\pi J_\alpha+\sum_\beta2\arctan\frac{\Lambda_\alpha-\Lambda_\beta}{2c},$$

with energy $-2t\sum_j\cos k_j$. In the ground state $I_j$ and $J_\alpha$ are consecutive numbers centred on zero. For six sites and $U=4t$ these equations and direct diagonalization of $H$ both give $-0.61145103\,t$ per site.

For $L\to\infty$ let $L\rho(k)dk$ and $L\sigma(\Lambda)d\Lambda$ count the roots, with $|k|\le\pi$ and $\Lambda$ on the whole real line. Put $a_c(x)=2c/(c^2+x^2)$. Differentiating the two equations gives

$$2\pi\rho(k)=1+\cos k\int\!d\Lambda\,\sigma(\Lambda)\,a_c(\sin k-\Lambda),$$

$$2\pi\sigma(\Lambda)+\int\!d\Lambda'\,a_{2c}(\Lambda-\Lambda')\sigma(\Lambda')=\int_{-\pi}^{\pi}\!dk\,\rho(k)\,a_c(\Lambda-\sin k).$$

In the last integral the $\cos k$ part of $\rho$ drops out, because $k\to\pi-k$ reverses $\cos k$ and keeps $\sin k$. Now take the Fourier transform $\hat\sigma(\omega)=\int e^{i\omega\Lambda}\sigma\,d\Lambda$. The transform of $a_c$ is $2\pi e^{-c|\omega|}$, and the average of $e^{i\omega\sin k}$ over $k$ is $J_0(\omega)$. So

$$\hat\sigma(1+e^{-2c|\omega|})=e^{-c|\omega|}J_0(\omega)\quad\Rightarrow\quad\hat\sigma=\frac{J_0(\omega)}{2\cosh c\omega}.$$

The value $\hat\sigma(0)=1/2$ is the required density of down spins. In $e=-2t\int\cos k\,\rho\,dk$ the constant part of $\rho$ gives zero. The rest needs $\int_{-\pi}^{\pi}\cos^2k\,e^{-i\omega\sin k}dk=2\pi J_1(\omega)/\omega$, which follows from one integration by parts. With $e^{-c\omega}/(2\cosh c\omega)=1/(1+e^{2c\omega})$ and $u=2c=U/2t$,

$$e=-4t\int_0^\infty\frac{J_0(x)J_1(x)}{x\,(1+e^{ux})}\,dx. \tag{1}$$

At $U=4t$ this is $-0.573729\,t$. Bethe rings of 102 and 202 sites lie below it by $6.2\times10^{-5}t$ and $1.6\times10^{-5}t$, close to a $1/L^2$ approach.

Expanding the Fermi factor, $1/(1+e^{ux})=\frac12-\frac{ux}4+\frac{u^3x^3}{48}-\dots$, already gives a warning. The first two terms use $\int_0^\infty J_0J_1dx/x=2/\pi$ and $\int_0^\infty J_0J_1dx=\frac12$, and give $-4t/\pi+U/4$. There is no $U^2$ term at all, and the cubic term multiplies $\int x^2J_0J_1dx$, which does not converge. The quoted $U^2$ term therefore cannot come from a term-by-term expansion.

**A sum of square roots**

The product of Bessel functions can be written as

$$J_0(x)J_1(x)=\frac2\pi\int_0^{\pi/2}\cos\theta\,J_1(2x\cos\theta)\,d\theta .$$

To prove it, compare the coefficients of $(-1)^kx^{2k+1}$. On the left, $\sum_i\binom ki\binom{k+1}i=\binom{2k+1}k$ gives $(2k+1)!/[2^{2k+1}k!^2(k+1)!^2]$. On the right, the average of $\cos^{2k+2}\theta$ gives $(2k+2)!/[4^{k+1}k!\,(k+1)!^3]$, which is the same number.

We also need

$$\int_0^\infty e^{-ax}\frac{J_1(bx)}x\,dx=\frac{\sqrt{a^2+b^2}-a}{b}.$$

Minus its $a$-derivative is $\int e^{-ax}J_1(bx)dx=\frac1b\bigl[1-a/\sqrt{a^2+b^2}\bigr]$, by parts and the Laplace transform $1/\sqrt{a^2+b^2}$ of $J_0(bx)$. Integrating from $a$ to infinity gives the result.

Finally $1/(1+e^{ux})=\sum_{n\ge1}(-1)^{n+1}e^{-nux}$. Its partial sums lie between $0$ and $e^{-ux}$, so it may be integrated term by term. With $a=nu$ and $b=2\cos\theta$, equation (1) becomes

$$e=-\frac{4t}\pi\sum_{n=1}^\infty(-1)^{n+1}\int_0^{\pi/2}\Bigl[\sqrt{n^2u^2+4\cos^2\theta}-nu\Bigr]d\theta. \tag{2}$$

**The strong-coupling series**

For $nu\ge2$ the root can be expanded at every angle:

$$\sqrt{a^2+b^2}-a=\sum_{k\ge0}\frac{(-1)^k(2k)!}{2^{2k+1}k!(k+1)!}\,\frac{b^{2k+2}}{a^{2k+1}} .$$

The angular integral is

$$\int_0^{\pi/2}(2\cos\theta)^{2k+2}d\theta=\frac\pi2\frac{(2k+2)!}{(k+1)!^2}=\frac{\pi(2k+1)!}{k!(k+1)!}.$$

The sum over $n$ gives $\eta(2k+1)=\sum_n(-1)^{n+1}n^{-2k-1}$, where $\eta(1)=\ln2$ and otherwise $\eta(s)=(1-2^{1-s})\zeta(s)$. The factor $2^{-2k-1}$ cancels against $u^{-2k-1}=(2t/U)^{2k+1}$, so

$$e=-4t\sum_{k=0}^\infty(-1)^kC_k\,\eta(2k+1)\Bigl(\frac tU\Bigr)^{2k+1},\qquad C_k=\frac{(2k)!\,(2k+1)!}{[k!(k+1)!]^2}. \tag{3}$$

With $C_0=1$, $C_1=3$ and $\eta(3)=\frac34\zeta(3)$, the first two terms are those quoted. The ratio

$$\frac{C_{k+1}}{C_k}=\frac{4(2k+1)(2k+3)}{(k+2)^2}\to16$$

shows that (3) converges for $U>4t$ and diverges for $0<U<4t$. Stirling's formula gives $C_k\simeq2\cdot16^k/(\pi k^2)$. At $U=4t$ the terms therefore fall as $2t/(\pi k^2)$, and the series converges there too. Exchanging the sums over $n$ and $k$ is allowed for all $U\ge4t$: the $k=0$ part is summed separately, and the rest converges absolutely.

The double occupancy $d=\partial e/\partial U$ is more delicate. Differentiation multiplies each term by $-(2k+1)/U$. The radius is unchanged, but at $U=4t$ the terms fall only as $1/k$, and they converge because they alternate. A second derivative leaves terms that do not vanish, so that series fails at $U=4t$, although $e$ itself is smooth there.

**What happens at $U=4t$**

Nothing singular happens to the chain at $U=4t$: the integral (1) is analytic for $\operatorname{Re}U>0$. The obstacle lies on the imaginary axis. The $n$-th angular integral in (2) has the derivative, with respect to $a=nu$,

$$\int_0^{\pi/2}\frac{a\,d\theta}{\sqrt{a^2+4\cos^2\theta}}-\frac\pi2 .$$

Set $a=2i+\delta$ with small $\delta>0$. Near $\theta=0$ the radicand is $4(i\delta-\theta^2)$, so the integrand has magnitude $1/\theta$ for $\theta\gg\sqrt\delta$. The integral grows as $\frac12\ln(1/\delta)$. Thus $de/du$ diverges logarithmically at $nu=\pm2i$, or

$$U=\pm\frac{4it}{n},\qquad n=1,2,3,\dots$$

Other terms cannot cancel this. At $U=4it/p$, terms with $n>p$ have $|nu|>2$ and sum to an analytic function. For $n<p$ the radicand vanishes at an interior angle, and the $\theta$ path can be moved away from that point.

The outermost pair, $\pm4it$, sets the limit of (3). The whole set accumulates at $U=0$. For $p=1,2,3$ the slope $de/du$ was computed from the full sum at distances $10^{-4}$ and $10^{-6}$ in $u$ from the singular point. The modulus of the difference between the two complex values is $2.9317t$, $5.8635t$ and $8.7952t$, in agreement with the predicted $(4t/\pi)\,p\cdot\frac12\ln100$; by (2) the change carries the sign $(-1)^p$ as the point is approached.

So $e$ has no analytic continuation to any disc around $U=0$, since such a disc would contain points where the slope diverges. A power series in $U$ cannot converge to $e$ throughout a neighbourhood of $U=0$. It remains to find what the weak-coupling series is, and whether it converges to anything.

**An exact form suited to small $U$**

Let $S(b)$ denote the sum $\sum_{n\ge1}(-1)^{n+1}[\sqrt{n^2u^2+b^2}-nu]$. Its derivative, extended to all integers, is

$$\frac{dS}{db}=\frac12-\frac12\sum_{n=-\infty}^\infty(-1)^n\frac b{\sqrt{n^2u^2+b^2}},$$

since the $n=0$ term equals one. Poisson summation turns an alternating sum into Fourier components at odd multiples of $\pi$. With $q_k=(2k+1)\pi$ and $K_0(z)=\int_0^\infty\cos(zs)\,ds/\sqrt{1+s^2}$,

$$\frac{dS}{db}=\frac12-\frac{2b}u\sum_{k\ge0}K_0\Bigl(\frac{q_kb}u\Bigr).$$

The summand decays only as $1/|n|$, so the sum is taken symmetrically; the alternating sign keeps the frequencies away from zero, where the transform is singular.

Since $(zK_1)'=-zK_0$, integration gives $S=\frac b2+\sum_k\frac{2b}{q_k}K_1(q_kb/u)+\text{const}$. At $b=0$ every bracket in $S$ vanishes, while $zK_1(z)\to1$ makes the $K_1$ sum equal to $2u\sum_kq_k^{-2}=u/4$. The constant is therefore $-u/4$. Inserting $b=2\cos\theta$ into $e=-(4t/\pi)\int_0^{\pi/2}S\,d\theta$,

$$e=-\frac{4t}\pi+\frac U4-\frac{16t}\pi\sum_{k=0}^\infty\frac1{q_k}\int_0^{\pi/2}\cos\theta\,K_1\Bigl(\frac{2q_k\cos\theta}u\Bigr)d\theta. \tag{4}$$

The linear term arises as $(4t/\pi)(u/4)(\pi/2)=tu/2=U/4$. The first term is the energy of the filled half-band for two spins. The second is $U$ times the uncorrelated double occupancy $\frac12\cdot\frac12$. All correlation energy is in the last sum, which is positive and therefore lowers $e$. At $U=4t$, forms (2) and (4) both reproduce the integral.

**The weak-coupling series**

Put $y=\cos\theta$ and $z=q_k/u$. The integral in (4) is $\int_0^1yK_1(2zy)\,dy/\sqrt{1-y^2}$. For small $u$ the function $K_1$ confines $y$ to small values, which suggests the expansion

$$\frac1{\sqrt{1-y^2}}=\sum_{j\ge0}\beta_jy^{2j},\qquad\beta_j=4^{-j}\binom{2j}j,$$

with each term integrated to infinity:

$$\int_0^\infty y^{2j+1}K_1(2zy)\,dy=\frac{\Gamma(j+\frac12)\Gamma(j+\frac32)}{4z^{2j+2}} .$$

This moment follows from $K_1(x)=\frac x4\int_0^\infty e^{-v-x^2/4v}v^{-2}dv$ by doing the $x$ integral first. Set $m=j+1$ and use $\sum_kq_k^{-2m-1}=(1-2^{-2m-1})\zeta(2m+1)/\pi^{2m+1}$. Then

$$e\sim-\frac{4t}\pi+\frac U4-t\sum_{m\ge1}A_m\Bigl(\frac Ut\Bigr)^{2m}, \tag{5}$$

$$A_m=\frac4\pi\,\beta_{m-1}\,\Gamma(m-\tfrac12)\Gamma(m+\tfrac12)\,\frac{(1-2^{-2m-1})\zeta(2m+1)}{4^m\pi^{2m+1}} .$$

For $m=1$ the Gamma functions give $\pi/2$, so $A_1=2\cdot\frac78\zeta(3)/(4\pi^3)=7\zeta(3)/(16\pi^3)$, as quoted.

The sign $\sim$ has a definite meaning. After $M$ terms of the square-root expansion the leftover is $y^{2M}h(y)$ with $0\le h\le1/\sqrt{1-y^2}$, because the $\beta_j$ decrease and are at most one. For $y<\frac12$ its contribution is bounded by a constant times $z^{-2M-2}$. The region $y>\frac12$ and the added pieces beyond $y=1$ are exponentially small in $z$. Summed over $k$, the remainder after the $U^{2M}$ term is $O(U^{2M+2})$. Hence (5) is a true asymptotic series.

It does not converge. From the formula for $A_m$,

$$\frac{A_{m+1}}{A_m}\simeq\frac{m^2}{4\pi^2}\qquad(m\gg1),$$

so for any fixed $U>0$ the terms eventually grow without limit. The cause is visible in the derivation: the expansion in $y^2$ holds for $y<1$, but it was integrated to infinity. All $A_m$ are positive, so the partial sums end by running to minus infinity.

The terms first shrink, and the smallest lies near $m=2\pi t/U$. There the factor $(mU/2\pi et)^{2m}$, from Stirling's formula, equals $e^{-4\pi t/U}$; the full term carries a further factor of about $0.09\,(U/t)^{3/2}$. This sets the scale of the accuracy available from cutting the series near its smallest term.

**Numbers for both sides**

Take $U=2t$. The first two terms give $-1.27324t+0.5t=-0.77324t$. Subtracting $A_1\cdot4t=0.06784t$ gives $-0.84108t$, against $-0.84437t$ from (1). Further terms give the following.

| last $m$ | term$/t$ | (sum $-\,e)/t$ |
|---|---|---|
| 1 | $-6.8\times10^{-2}$ | $+3.3\times10^{-3}$ |
| 3 | $-7.0\times10^{-4}$ | $+1.3\times10^{-4}$ |
| 4 | $-5.2\times10^{-4}$ | $-3.9\times10^{-4}$ |
| 6 | $-1.6\times10^{-3}$ | $-2.7\times10^{-3}$ |
| 10 | $-1.2$ | $-1.3$ |

The best cut is at $m=3$, just before the smallest term, with an error of about 0.015% of $|e|$. More terms make the result worse, and by $m=10$ it is meaningless. At $U=t$ the smallest term is the seventh and the best cut errs by only $1.3\times10^{-7}t$. Such accuracy is no evidence of convergence.

The series (3) behaves differently. At $U=8t$ its first two terms give $-0.34657t+0.02113t=-0.32544t$, against $-0.32753t$. The error is $2.1\times10^{-3}t$ after two terms, $7.6\times10^{-6}t$ after five and $2.1\times10^{-9}t$ after ten. At $U=4t$, 3001 terms agree with (1) to $4\times10^{-8}t$. At $U=3t$, where $e=-0.690t$, the sums of 6, 11 and 21 terms are $-0.45t$, $-2.04t$ and $-120t$.

Convergence also says little about short formulas. At $U=4t$ the quoted weak-coupling formula, through $U^2$, gives $-0.5446t$, and the two-term strong-coupling formula gives $-0.5241t$. Their errors are 5% and 9% of $|e|$: the truncation of the divergent series is the better one here. At $U=6t$ the order is reversed, with errors of 9% and 2%. The numerical output following this comment gives further values.

**Requested correction**

The claim that both series converge should be withdrawn. For the infinite half-filled chain at zero temperature, the strong-coupling series converges for $U\ge4t$ and diverges for $0<U<4t$. The weak-coupling series is asymptotic as $U\to0^+$, with zero radius of convergence. The two therefore have no common interval of convergence in which to meet. At intermediate $U$ the integral (1) should be evaluated directly; it is valid on both sides of $4t$ and needs no matching.

## Calculated quantities

```
Energies per site and U in units of t
6-site ring, U=4: diagonalization -0.61145103, Bethe -0.61145103
U=4: ring 102 -0.5737912, ring 202 -0.5737451
U=4: infinite chain, Lieb-Wu integral -0.57372937
U=4: root sum -0.5737294, Poisson form -0.57372937
Change of |de/du| type slope, distance in u from 1e-4 to 1e-6:
  U=4i/1: computed 2.9317, logarithmic law 2.9317
  U=4i/2: computed 5.8635, logarithmic law 5.8635
  U=4i/3: computed 8.7952, logarithmic law 8.7952
A_1 0.0169611, A_2 1.5387e-04, A_3 1.0918e-05
(A_30/A_29) / (29^2/(4 pi^2)) = 0.9825
Weak series, best cut: U, m of smallest term, 2 pi/U,
  smallest term, least error, exp(-4 pi/U)
  1.0 7 6.28 3.30e-07 1.27e-07 3.49e-06
  1.5 5 4.19 4.06e-05 1.20e-05 2.30e-04
  2.0 4 3.14 5.16e-04 1.30e-04 1.87e-03
Weak series at U=2, Lieb-Wu -0.8443743: m, term, sum, sum - e
   1 -6.784e-02 -0.841084 +3.29e-03
   2 -2.462e-03 -0.843546 +8.29e-04
   3 -6.987e-04 -0.844244 +1.30e-04
   4 -5.160e-04 -0.844761 -3.86e-04
   5 -7.205e-04 -0.845481 -1.11e-03
   6 -1.626e-03 -0.847107 -2.73e-03
   8 -2.476e-02 -0.877270 -3.29e-02
  10 -1.159e+00 -2.185971 -1.34e+00
  12 -1.299e+02 -143.241222 -1.42e+02
Strong series at U=8, Lieb-Wu -0.32753053: terms, sum, sum - e
   1 -0.34657359 -1.90e-02
   2 -0.32544368 +2.09e-03
   3 -0.32781702 -2.86e-04
   5 -0.32753818 -7.65e-06
  10 -0.32753053 +2.12e-09
U=4, 3001 terms: sum - e = -3.53e-08
U=4: k^2 |term| at k=3000 0.6362, 2/pi 0.6366
Strong series at U=3, Lieb-Wu -0.690038: terms, sum
   2 -0.5235
   4 -0.5258
   6 -0.4457
  11 -2.0408
  21 -120.3295
Short formulas: U, Lieb-Wu, weak to U^2, strong to 1/U^3
  0.5 -1.152490 -1.152480 81.002920
  1.0 -1.040369 -1.040201 8.045923
  2.0 -0.844374 -0.841084 -0.033980
  4.0 -0.573729 -0.544617 -0.524108
  6.0 -0.420069 -0.383838 -0.412012
  8.0 -0.327531 -0.358749 -0.325444
```
